# Heavy-hole to light-hole absorption in isotropic parabolic valence bands

## A case that can be seen through

Let the heavy hole be twice as heavy as the light hole, \(m_h=2m_l\). At any wave number \(k\) the light hole then has twice the kinetic energy of the heavy hole, \(E_l=2E_h\). A photon that lifts a hole from the heavy band to the light band without changing \(k\) must supply \(E_l-E_h=E_h\). The absorbing hole therefore has exactly the photon energy, and it ends with twice that energy.

For other masses the same reasoning gives another multiple of the photon energy. The strength of the absorption needs more: the coupling between the bands, the number of states at resonance and their occupation.

## Conventions and theorem

Hole energies are counted from the top of the valence bands into those bands, so they are positive:

\[
E_h=\frac{\hbar^2k^2}{2m_h},\qquad E_l=\frac{\hbar^2k^2}{2m_l},\qquad m_h>m_l .
\]

In electron language the signs are reversed: an electron rises from the light-hole band to an empty state of the heavy-hole band. Define

\[
\frac1\mu=\frac1{m_l}-\frac1{m_h}=\frac{m_h-m_l}{m_hm_l}.
\]

The assumptions are these.

1. The two bands form an isotropic quartet of angular momentum \(J=3/2\), with a Hamiltonian quadratic in \(\mathbf k\). Each band is twofold degenerate, and the heavy states have projection \(\pm3/2\) along \(\mathbf k\).
2. The light is weak and linearly polarized, its momentum is negligible, and the levels are sharp.
3. The occupations \(f_h,f_l\) depend on energy alone, and the refractive index \(n\) is constant.

**Theorem.** The hole that absorbs a photon \(\hbar\omega\), and the hole it becomes, have energies

\[
E_h=\hbar\omega\,\frac{m_l}{m_h-m_l},\qquad
E_l=\hbar\omega\,\frac{m_h}{m_h-m_l}.
\]

The absorption coefficient for intensity, net of stimulated emission, is

\[
\alpha(\omega)=\frac{\alpha_{\rm fs}}{n}\,k_\omega\,
\big[f_h(k_\omega)-f_l(k_\omega)\big],\qquad
k_\omega=\sqrt{\frac{2\mu\omega}{\hbar}},\qquad
\alpha_{\rm fs}=\frac{e^2}{4\pi\varepsilon_0\hbar c}.
\]

The energies need only parabolic bands and vertical transitions. The strength uses the quartet structure as well.

## Lemma 1: the resonant hole

**Proof.** With \(k\) unchanged, energy conservation reads

\[
\hbar\omega=E_l-E_h=\frac{\hbar^2k^2}{2}\left(\frac1{m_l}-\frac1{m_h}\right)=\frac{\hbar^2k^2}{2\mu}.
\]

Hence \(\hbar^2k^2=2\mu\hbar\omega\), which gives \(k_\omega\). Substitution in the heavy-hole energy gives

\[
E_h=\frac{2\mu\hbar\omega}{2m_h}=\frac{\mu}{m_h}\hbar\omega
=\frac{m_l}{m_h-m_l}\hbar\omega .
\]

Adding \(\hbar\omega\) gives \(E_l\), because \(m_l/(m_h-m_l)+1=m_h/(m_h-m_l)\). ∎

If \(m_l\ll m_h\), the absorber lies close to the band top. If \(m_l\) approaches \(m_h\), the bands run nearly parallel and the required hole energy grows without bound, so a thermal population contains few suitable holes.

## Lemma 2: the masses fix the coupling

Let \(\mathbf e\) be the real unit polarization vector, \(k_e=\mathbf k\cdot\mathbf e\), and \(\theta\) the angle between \(\mathbf k\) and \(\mathbf e\). The velocity operator along \(\mathbf e\) is \(v=\hbar^{-1}\partial H/\partial k_e\). Summed over both states of each band,

\[
\sum |v_{lh}|^2=\frac{3\hbar^2k^2}{8\mu^2}\sin^2\theta,
\qquad
\left\langle\sum |v_{lh}|^2\right\rangle=\frac{\hbar^2k^2}{4\mu^2},
\]

where the brackets denote an average over directions of \(\mathbf k\).

**Proof.** The products \(k_ik_j\) contain a scalar and a traceless symmetric tensor. Among the \(4\times4\) matrices built from \(\mathbf J\), each of these has one partner of the same rotational type. The isotropic quadratic Hamiltonian can therefore be written

\[
H=Ak^2-B(\mathbf k\cdot\mathbf J)^2 .
\]

Choose the \(z\) axis along \(\mathbf k\). A state of projection \(m\) has energy \((A-Bm^2)k^2\), so

\[
A-\frac94B=\frac{\hbar^2}{2m_h},\qquad
A-\frac14B=\frac{\hbar^2}{2m_l}.
\]

Subtracting the first equation from the second gives \(2B=\hbar^2/(2\mu)\), or \(B=\hbar^2/(4\mu)\).

Since the components of \(\mathbf J\) do not commute, the derivative keeps both orders:

\[
\frac{\partial H}{\partial k_e}=2Ak_e
-B\big[(\mathbf e\cdot\mathbf J)(\mathbf k\cdot\mathbf J)+(\mathbf k\cdot\mathbf J)(\mathbf e\cdot\mathbf J)\big].
\]

The first term is a multiple of the identity and cannot connect different bands. In the second, \(\mathbf k\cdot\mathbf J\) gives \(km\) on the initial state and \(km'\) on the final state:

\[
\langle m'|v|m\rangle=-\frac{B}{\hbar}\,k(m+m')\,\langle m'|\mathbf e\cdot\mathbf J|m\rangle .
\]

The operator \(\mathbf e\cdot\mathbf J\) changes \(m\) by at most one, so the heavy-to-light transitions are \(3/2\to1/2\) and \(-3/2\to-1/2\). For the first, \(m+m'=2\). Writing \(J_-=J_x-iJ_y\), the relevant part of \(\mathbf e\cdot\mathbf J\) is \(\tfrac12(e_x+ie_y)J_-\), and \(\langle1/2|J_-|3/2\rangle=\sqrt3\). Therefore

\[
|\langle1/2|\mathbf e\cdot\mathbf J|3/2\rangle|^2
=\frac34(e_x^2+e_y^2)=\frac34\sin^2\theta .
\]

The second transition has \(m+m'=-2\) and the same squared strength. Together,

\[
\sum|v_{lh}|^2=2\,\frac{B^2}{\hbar^2}(2k)^2\,\frac34\sin^2\theta
=\frac{6B^2k^2}{\hbar^2}\sin^2\theta .
\]

Insert \(B^2=\hbar^4/(16\mu^2)\) to obtain the first result. The average of \(\cos^2\theta\) over directions is \(1/3\), so that of \(\sin^2\theta\) is \(2/3\), which gives the second. ∎

The coupling vanishes at \(k=0\) and for \(\mathbf k\) parallel to the polarization. If the hole distribution were elongated or flattened along some axis, the factor \(\sin^2\theta\) would in general make the absorption depend on polarization, although the heavy-hole and light-hole contributions to this dependence can cancel at a particular photon energy. A mere surplus of holes at \(\mathbf k\) over those at \(-\mathbf k\), as in a weak current, is not enough, because \(\sin^2\theta\) is the same for both. Assumption 3 excludes either case.

## Lemma 3: from transition rate to absorption

With \(E_l-E_h\) evaluated at \(\mathbf k\),

\[
\alpha(\omega)=\frac{\pi e^2}{\varepsilon_0nc\omega}
\int\frac{d^3k}{(2\pi)^3}\sum|v_{lh}|^2(f_h-f_l)\,
\delta(E_l-E_h-\hbar\omega).
\]

**Proof.** A hole has charge \(+e\), with \(e>0\). A vector potential \(\mathbf A=\mathbf eA_0\cos\omega t\) replaces \(\mathbf k\) by \(\mathbf k-e\mathbf A/\hbar\). To first order the perturbation is

\[
V(t)=-\frac e\hbar A_0\cos\omega t\,\frac{\partial H}{\partial k_e}
=-\frac{eA_0}{2}v\left(e^{-i\omega t}+e^{i\omega t}\right).
\]

The term \(e^{-i\omega t}\) raises the hole energy. The golden rule gives its rate for one pair of states:

\[
W=\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4}\,|v_{lh}|^2\,
\delta(E_l-E_h-\hbar\omega).
\]

Upward transitions need a hole in the heavy state and none in the light state; emission needs the reverse. The net factor is

\[
f_h(1-f_l)-f_l(1-f_h)=f_h-f_l .
\]

Each net transition removes \(\hbar\omega\) from the light. The electric field is \(-\partial\mathbf A/\partial t\), with amplitude \(\omega A_0\), so the intensity is \(I=\tfrac12nc\varepsilon_0\omega^2A_0^2\). Dividing the absorbed power per volume by \(I\) leaves the prefactor

\[
\frac{\hbar\omega\,(2\pi/\hbar)\,(e^2A_0^2/4)}
{\tfrac12nc\varepsilon_0\omega^2A_0^2}
=\frac{\pi e^2}{\varepsilon_0nc\omega}.
\]

Summing over states per unit volume gives the integral. The twofold degeneracies are already in \(\sum|v_{lh}|^2\), so no further spin factor appears. ∎

## Proof of the theorem

Lemma 1 gives the energies. For the spectrum, the occupations and energies do not depend on direction, so the angular average in Lemma 2 may be used and \(d^3k/(2\pi)^3\) becomes \(k^2dk/(2\pi^2)\). The argument of the delta function has derivative \(\hbar^2k/\mu\), hence

\[
\int_0^\infty k^2dk\,F(k)\,
\delta\!\left(\frac{\hbar^2k^2}{2\mu}-\hbar\omega\right)
=\frac{\mu k_\omega}{\hbar^2}F(k_\omega)
\]

for a smooth function \(F\). At resonance, \(\hbar^2k_\omega^2/(4\mu^2)=\hbar\omega/(2\mu)\). Lemma 3 becomes

\[
\alpha=\frac{\pi e^2}{\varepsilon_0nc\omega}\,
\frac1{2\pi^2}\,\frac{\mu k_\omega}{\hbar^2}\,
\frac{\hbar\omega}{2\mu}(f_h-f_l)
=\frac{e^2}{4\pi\varepsilon_0\hbar c}\,\frac{k_\omega}{n}(f_h-f_l),
\]

which is the stated formula. ∎

In equilibrium \(f_h>f_l\), because the light hole has the higher energy, and the absorption is positive. A driven population with \(f_l>f_h\) at the same \(k\) would give gain.

The prefactor was tested without the golden rule. The four-band Schrödinger equation was integrated in time for a weak Gaussian pulse centred at 50 meV, with amplitude \(eA_0/\hbar=10^{-3}k_\omega\) and envelope \(\exp[-t^2/(2s^2)]\), \(s=12/\omega\). The absorbed energy, divided by the value the formula gives for the same pulse spectrum, was 0.99995.

## Two limits of the occupation

**Dilute holes.** When all occupations are small, \(f=z\,e^{-E/k_BT}\). For one twofold degenerate band, the Gaussian integral gives

\[
2\int\frac{d^3k}{(2\pi)^3}e^{-\hbar^2k^2/(2m_ik_BT)}
=2\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{3/2}\equiv N_i ,
\]

so a total hole density \(p\) fixes \(z=p/(N_h+N_l)\). Put \(r=m_l/(m_h-m_l)\) and \(x=\hbar\omega/k_BT\). The resonant energies are \(r\hbar\omega\) and \((r+1)\hbar\omega\), whence

\[
\alpha=\frac{\alpha_{\rm fs}}n k_\omega\,z\,e^{-rx}\left(1-e^{-x}\right).
\]

For small \(x\) this rises as \(x^{3/2}\): one factor \(x^{1/2}\) comes from \(k_\omega\), and one factor \(x\) from the near balance of absorption and emission. For large \(x\) the factor \(e^{-rx}\) dominates, since the absorbing holes lie in the thermal tail. At fixed temperature and density, setting the derivative of \(\ln\alpha\) to zero gives the peak:

\[
\frac1{2x}-r+\frac{e^{-x}}{1-e^{-x}}=0
\quad\Longrightarrow\quad
\frac1{2x}+\frac1{e^x-1}=r .
\]

The left side of the last equation falls steadily from infinity to zero, so there is one peak.

**Degenerate holes at zero temperature.** Let the bands be filled with holes up to \(E_F\). Light-band states are full below \(k_{Fl}=\sqrt{2m_lE_F}/\hbar\), and heavy-band states below \(k_{Fh}=\sqrt{2m_hE_F}/\hbar\). Absorption needs \(k_{Fl}<k_\omega<k_{Fh}\). Since \(\hbar\omega=\hbar^2k_\omega^2/(2\mu)\), the edges lie at \(m_lE_F/\mu\) and \(m_hE_F/\mu\):

\[
E_F\frac{m_h-m_l}{m_h}<\hbar\omega<E_F\frac{m_h-m_l}{m_l}.
\]

Inside this window \(f_h-f_l=1\), and \(\alpha=\alpha_{\rm fs}k_\omega/n\) rises as \(\sqrt\omega\) until it stops at the upper edge.

## Remark: the area under the spectrum

Let \(p_h,p_l\) be the hole densities in the two bands, \(p_i=\pi^{-2}\int k^2f_i\,dk\). From \(\omega=\hbar k^2/(2\mu)\) follows \(d\omega=(\hbar k/\mu)\,dk\), and

\[
\int_0^\infty\alpha\,d\omega
=\frac{\alpha_{\rm fs}\hbar}{n\mu}\int_0^\infty k^2(f_h-f_l)\,dk
=\frac{\pi e^2}{4\varepsilon_0nc\mu}(p_h-p_l).
\]

The area has a second reading. Second-order perturbation theory in a small change of \(k_e\) says that coupling to the light band lowers the curvature of a heavy state below \(\langle\partial^2H/\partial k_e^2\rangle\) by \(2\hbar^2\sum_l|v_{lh}|^2/(E_l-E_h)\). Averaged over directions and over the two heavy states, this is

\[
\frac12\,\frac{2\hbar^2\,\hbar^2k^2/(4\mu^2)}{\hbar^2k^2/(2\mu)}=\frac{\hbar^2}{2\mu}.
\]

The same coupling raises the mean curvature of the light states by the same amount. The area is therefore \(\pi e^2/(2\varepsilon_0nc\hbar^2)\) times the curvature lowering summed over all holes per unit volume, with light holes counted negatively: \(\hbar^2(p_h-p_l)/(2\mu)\) for the sum returns the result above.

The Hamiltonian gives the same number directly. The average of \((\mathbf e\cdot\mathbf J)^2\) over directions is \(J(J+1)/3=5/4\), so the mean matrix curvature is \(2A-\tfrac52B\). The band curvature is \(2A-\tfrac92B\). Their difference is \(2B=\hbar^2/(2\mu)\). The area from the spectrum and the area from numerically computed curvatures agreed in a test at the example's density, with ratio 1.000000.

## Example: p-type germanium in the infrared

Take rough germanium parameters \(\gamma_1=13.4\), \(\gamma_2=4.2\), \(\gamma_3=5.7\), which set the coefficients of the terms quadratic in \(\mathbf k\) in units of \(\hbar^2/(2m_0)\), with \(m_0\) the electron mass. Their isotropic average is \(\bar\gamma=(2\gamma_2+3\gamma_3)/5=5.1\), and

\[
\frac{m_0}{m_h}=\gamma_1-2\bar\gamma=3.2,\qquad
\frac{m_0}{m_l}=\gamma_1+2\bar\gamma=23.6,\qquad
\frac{m_0}{\mu}=20.4 .
\]

Thus \(m_h=0.3125\,m_0\), \(m_l=0.0424\,m_0\) and \(r=3.2/20.4=0.157\). Let \(n=4\), \(T=300\) K, \(p=10^{17}\ \mathrm{cm^{-3}}\) and \(\hbar\omega=50\) meV, a vacuum wavelength of 24.8 µm. The absorbing heavy hole has

\[
E_h=0.15686\times50\ \mathrm{meV}=7.84\ \mathrm{meV},
\]

and becomes a light hole of 57.84 meV. The common wave number is \(0.2536\ \mathrm{nm^{-1}}\).

The densities of states are \(N_h=4.384\times10^{18}\) and \(N_l=0.219\times10^{18}\ \mathrm{cm^{-3}}\), so \(z=0.1/4.603=0.0217\). With \(k_BT=25.85\) meV, the occupations are

\[
f_h=0.02173\,e^{-7.843/25.852}=0.01604,\qquad
f_l=0.02173\,e^{-57.843/25.852}=0.00232 .
\]

The factor \(\alpha_{\rm fs}k_\omega/n\) is \(4627\ \mathrm{cm^{-1}}\), and

\[
\alpha=4627\times(0.01604-0.00232)\ \mathrm{cm^{-1}}
\approx63\ \mathrm{cm^{-1}}.
\]

Per hole this is a cross-section of \(6.3\times10^{-16}\ \mathrm{cm^2}\). The parabolic model peaks at 97 meV with \(76\ \mathrm{cm^{-1}}\).

## Where the result bends and where it fails

The following sizes hold the hole density at \(10^{17}\ \mathrm{cm^{-3}}\). Unless stated otherwise, the photon energy is 50 meV and the temperature 300 K.

**Statistics and temperature.** Fermi statistics lower the dilute result by about 1%, to \(62.8\ \mathrm{cm^{-1}}\), the reference for the comparisons below. At 350 K, with masses and index held fixed, the dilute result falls from 63 to \(50\ \mathrm{cm^{-1}}\). The fugacity \(z\) changes by \((300/350)^{3/2}=0.79\); the other two thermal factors nearly cancel.

**Warping.** Keeping \(\gamma_2\ne\gamma_3\) in the four-band model lowers the absorption by 12%, to \(55\ \mathrm{cm^{-1}}\). The resonant heavy-hole energy then depends on direction. It ranges from \(\hbar\omega\,(\gamma_1-2\gamma_3)/(4\gamma_3)=4.4\) meV along [111] to \(\hbar\omega\,(\gamma_1-2\gamma_2)/(4\gamma_2)=14.9\) meV along [100], so 7.84 meV is a property of the isotropic model and not one sharp energy in the crystal.

**Other bands.** An eight-band model adds a split-off band at \(\Delta=0.29\) eV and a conduction band across a gap of 0.80 eV. The valence–conduction coupling \(Pk\) is set by \(2m_0P^2/\hbar^2=26\) eV. These are rough parameters, and the model serves to estimate size. In its isotropic form the absorbing hole has:

- 4.28 meV instead of 3.92 meV at a photon energy of 25 meV, 9% above the rule;
- 9.48 meV instead of 7.84 meV at 50 meV, 21% above;
- 25.1 meV instead of 15.7 meV at 100 meV, 60% above.

These figures carry the roughness of the parameters: a gap of 0.89 eV, or a coupling energy of 22 eV, lowers the three energies by about 1%, 1.5% and 3%. The energy rule is thus a low-energy law, already poor near the parabolic peak. The absorption coefficient hides this. At 50 meV the isotropic eight-band value is \(72\ \mathrm{cm^{-1}}\), 15% above the formula, while the warped one is \(55\ \mathrm{cm^{-1}}\), 13% below. At 100 meV the warped value is 7% below the formula although the isotropic energy rule is far off. Agreement in strength does not validate the energy.

Without warping there is also an upper limit. Consider the isotropic model with the split-off band but no conduction band. At large \(k\), the p orbital along \(\mathbf k\) moves far away in energy. Two transverse orbitals remain, with orbital projections \(\pm1\) along \(\mathbf k\) and equal kinetic energies. The spin–orbit term \((\Delta/3)(1-\mathbf L\cdot\boldsymbol\sigma)\), where \(\mathbf L\) is the orbital angular momentum in units of \(\hbar\) and \(\boldsymbol\sigma\) the Pauli matrices, gives them 0 when orbital and spin projections are parallel and \(2\Delta/3\) when they are opposite. The heavy–light separation therefore tends to \(2\Delta/3=193\) meV instead of growing as \(k^2\). The parabolic tail of the isotropic model cannot be trusted as this energy is approached. Warping removes the limit in some directions: for \(\mathbf k\) along [110] the two transverse orbitals have different kinetic energies, and the separation keeps growing.

**Scattering.** For an assumed relaxation time of 0.2 ps, which corresponds to a heavy-hole mobility of about \(1100\ \mathrm{cm^2/Vs}\), convolving the absorption spectrum, continued evenly to negative frequencies, with a Lorentzian of half-width 3.3 meV lowers the absorption by 3%. Both the size and the sign of this small correction depend on the broadening model: convolving \(\omega\alpha\) with the same Lorentzian and then dividing by \(\omega\) raises the absorption by about 2% if only positive frequencies are kept, and lowers it by 0.4% if \(\omega\alpha\) is continued oddly to negative frequencies. Acceleration of holes within their own bands adds a Drude absorption of about \(10\ \mathrm{cm^{-1}}\), or 15%.

**Photon momentum.** The photon wave number is 0.4% of \(k_\omega\). It shifts the light-hole energy by at most \(2E_l\,(q/k_\omega)=0.46\) meV, where \(q=n\omega/c\), so vertical transitions are a good approximation here.

**The real material.** The mass parameters, density and temperature are ordinary for p-type germanium, and a cross-section of several \(10^{-16}\ \mathrm{cm^2}\) has the rough size known for its infrared hole absorption. Real germanium is neither isotropic nor parabolic; in the warped eight-band estimate this lowers the 50 meV absorption by the 13% found above, a change similar in size to the Drude term, which has the opposite sign. Strain, energy-dependent scattering and lattice absorption are left out. The last is present in germanium in this wavelength region and must be added before a waveguide loss is predicted. In silicon the split-off energy is roughly 44 meV, so the same isotropic limit \(2\Delta/3\) is only about 29 meV; the two-band formula should not be carried over to silicon at the photon energy used here. This does not forbid the transition: silicon is strongly warped, and along [110] the heavy–light separation passes 50 meV, while along [100] and [111] it stays below the limit. The numerical output lists most of the values behind these comparisons.

## Computed values

```
Band parameters gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
Isotropic average gamma: 5.100
Heavy, light, difference mass: 0.3125, 0.04237, 0.04902 m0
Index 4.0; temperature 300 K; kT 25.852 meV
Hole density: 1.00e+17 cm^-3
Photon energy: 50.0 meV
Vacuum wavelength: 24.80 um
Mass ratio ml/(mh-ml): 0.15686
Resonant wave number: 0.2536 nm^-1
Absorbing heavy-hole energy: 7.843 meV
Final light-hole energy: 57.843 meV
Heavy-band density of states: 4.3838e+18 cm^-3
Light-band density of states: 2.1888e+17 cm^-3
Fugacity z: 0.02173
Occupations heavy, light: 0.01604, 0.002319
Ceiling for f_h-f_l=1, alpha_fs*k/n: 4627.2 cm^-1
Dilute absorption coefficient: 63.49 cm^-1
Absorption cross-section: 6.349e-16 cm^2
Peak photon energy: 97.18 meV (x=3.7592)
Peak absorption: 75.91 cm^-1
Pulse simulation / formula: 0.999950
Spectral area / curvature sum: 1.000000
Fermi-statistics absorption: 62.82 cm^-1
Dilute absorption at 350 K: 49.79 cm^-1
Warped four-band absorption: 55.26 cm^-1
Warped heavy-hole energy range: 4.47 to 14.39 meV (sampled directions)
Split-off 0.29 eV; gap 0.80 eV; Kane energy 26.0 eV
At 25 meV, heavy-hole energy: rule 3.92, isotropic 8-band 4.28 meV
  absorption: formula 37.18, isotropic 8-band 39.84, warped 8-band 30.45 cm^-1
At 50 meV, heavy-hole energy: rule 7.84, isotropic 8-band 9.48 meV
  absorption: formula 62.82, isotropic 8-band 72.34, warped 8-band 54.63 cm^-1
At 100 meV, heavy-hole energy: rule 15.69, isotropic 8-band 25.08 meV
  absorption: formula 75.55, isotropic 8-band 92.42, warped 8-band 70.30 cm^-1
Large-k heavy-light separation: 193.3 meV
Scattering time 0.20 ps; heavy-hole mobility 1126 cm2/Vs
Lorentzian half-width: 3.29 meV
Broadened absorption: 61.10 cm^-1
Additional Drude absorption: 9.55 cm^-1
Photon/hole wave-number ratio: 0.00400
Largest photon-momentum energy shift: 0.462 meV
```
